# Energy error of a single point at a cheaper method's geometry: test program

```python
"""Geometry error of a single-point energy.
Claim: if q* minimizes the better surface E and q' the cheaper surface, then
    E(q') - E(q*) = (1/2) d^T H d + O(d^3),   d = q' - q*,
with H the Hessian of E at q*. It is positive if E curves upward along d.
For a bond: k = second derivative, f = third derivative of E at q*.
Lengths are in angstrom, angles in radian and raw energies in hartree.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"

import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial import polynomial as poly
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, cc, mp, lib

lib.num_threads(1)
HARTREE = const.physical_constants["Hartree energy"][0]
KJ = HARTREE * const.N_A / 1000.0       # kJ/mol per hartree
NM = HARTREE / const.angstrom**2        # N/m per hartree/angstrom^2

# Round force constants, evaluated in SI units
print("Bond error 0.01 angstrom, quadratic energy error:")
for k_si in (250.0, 500.0, 1000.0, 2000.0):
    error = 0.5 * k_si * (0.01 * const.angstrom)**2 * const.N_A / 1000
    print(f"  k = {k_si:.0f} N/m: {error:.4f} kJ/mol")


# Nitrogen: CCSD(T) is the better surface, HF the cheaper surface
def nitrogen_energies(r):
    molecule = gto.M(atom=[("N", (0, 0, 0)), ("N", (0, 0, r))],
                     basis="cc-pvdz", verbose=0)
    mf = scf.RHF(molecule)
    mf.conv_tol = 1e-11
    mf.kernel()
    solver = cc.CCSD(mf, frozen=2)
    solver.conv_tol = 1e-9
    solver.conv_tol_normt = 1e-6
    solver.kernel()
    assert mf.converged and solver.converged
    return mf.e_tot, solver.e_tot + solver.ccsd_t()


def interpolate(lengths, energies):
    return Polynomial.fit(lengths, energies, len(lengths) - 1)


def minimum(curve, lengths):
    return brentq(curve.deriv(), lengths[0], lengths[-1], xtol=1e-12)


grid = 1.065 + 0.025 * np.arange(5)
scan = np.array([nitrogen_energies(r) for r in grid])
better = interpolate(grid, scan[:, 1])
r_best = minimum(better, grid)
r_hf = minimum(interpolate(grid, scan[:, 0]), grid)
k = better.deriv(2)(r_best)
f = better.deriv(3)(r_best)
e_best = nitrogen_energies(r_best)[1]
assert k > 0 and np.all(scan[:, 1] > e_best)

print("N2, frozen-core CCSD(T)/cc-pVDZ:")
print(f"  bond length at minimum: {r_best:.4f} angstrom")
print(f"  force constant k: {k * NM:.0f} N/m")
print(f"  third derivative f: {f:.1f} hartree/angstrom^3")
print(f"  f/(3k): {f / (3 * k):.2f} 1/angstrom")

cases = [("0.01 too long", r_best + 0.01),
         ("0.01 too short", r_best - 0.01),
         ("HF minimum", r_hf)]
direct_errors = {}
for name, r in cases:
    d = r - r_best
    direct = nitrogen_energies(r)[1] - e_best
    quadratic = 0.5 * k * d**2
    cubic = quadratic + f * d**3 / 6
    integral = quad(lambda t: (1 - t) * d**2
                    * better.deriv(2)(r_best + t * d), 0, 1)[0]
    path = np.linspace(r_best, r, 50)
    assert np.all(better.deriv(2)(path) > 0)
    assert direct > 0
    # Allowance for interpolation and coupled-cluster convergence
    assert abs(direct - integral) < 2e-6
    # The first omitted term is quartic in d
    assert abs(direct - cubic) < 0.02 * direct + 1e-7
    if abs(abs(d) - 0.01) < 1e-10:
        assert abs(direct - quadratic) < 0.04 * direct
        assert abs(direct - cubic) < 0.004 * direct
    direct_errors[name] = direct
    print(f"  {name}: r = {r:.4f}, d = {d:.4f} angstrom")
    print(f"    direct error: {direct * KJ:.3f} kJ/mol")
    print(f"    quadratic: {quadratic * KJ:.3f} kJ/mol")
    print(f"    with cubic term: {cubic * KJ:.3f} kJ/mol")
assert f < 0
assert direct_errors["0.01 too short"] > direct_errors["0.01 too long"]


# Water: MP2 is the better surface, HF the cheaper surface
def water_energies(r, angle):
    x, z = r * np.sin(angle / 2), r * np.cos(angle / 2)
    molecule = gto.M(atom=[("O", (0, 0, 0)), ("H", (x, 0, z)),
                           ("H", (-x, 0, z))], basis="cc-pvdz", verbose=0)
    mf = scf.RHF(molecule)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    solver = mp.MP2(mf, frozen=1)
    solver.kernel()
    return np.array([mf.e_tot, solver.e_tot])


center = np.array([0.958, np.radians(103.0)])
scale = np.array([0.018, np.radians(3.0)])
nodes = np.linspace(-1, 1, 4)           # scaled coordinates
U, V = [x.ravel() for x in np.meshgrid(nodes, nodes, indexing="ij")]
samples = np.array([water_energies(*(center + scale * np.array([u, v])))
                    for u, v in zip(U, V)])
offset = samples.mean(axis=0)
coefficients = np.linalg.solve(poly.polyvander2d(U, V, [3, 3]),
                               samples - offset)
hf_surface = coefficients[:, 0].reshape(4, 4)
mp2_surface = coefficients[:, 1].reshape(4, 4)


def derivative(surface, q, nr, na):
    """nr-fold r derivative and na-fold angle derivative at q."""
    u, v = (q - center) / scale
    c = poly.polyder(poly.polyder(surface, nr, axis=0), na, axis=1)
    return poly.polyval2d(u, v, c) / (scale[0]**nr * scale[1]**na)


def gradient(surface, q):
    return np.array([derivative(surface, q, 1, 0),
                     derivative(surface, q, 0, 1)])


def hessian(surface, q):
    cross = derivative(surface, q, 1, 1)
    return np.array([[derivative(surface, q, 2, 0), cross],
                     [cross, derivative(surface, q, 0, 2)]])


def water_minimum(surface):
    q = center.copy()
    for _ in range(10):
        q = q - np.linalg.solve(hessian(surface, q), gradient(surface, q))
    assert np.max(np.abs(gradient(surface, q))) < 1e-8
    assert np.all(np.abs((q - center) / scale) < 1)
    assert np.all(np.linalg.eigvalsh(hessian(surface, q)) > 0)
    return q


q_mp2, q_hf = water_minimum(mp2_surface), water_minimum(hf_surface)
at_mp2, at_hf = water_energies(*q_mp2), water_energies(*q_hf)
# The interpolated surfaces must reproduce energies they were not built on
for q, energies in ((q_mp2, at_mp2), (q_hf, at_hf)):
    fitted = offset + np.array([derivative(hf_surface, q, 0, 0),
                                derivative(mp2_surface, q, 0, 0)])
    assert np.max(np.abs(fitted - energies)) < 2e-6

h_mp2, h_hf = hessian(mp2_surface, q_mp2), hessian(hf_surface, q_hf)
g_single = gradient(mp2_surface, q_hf)
h_single = hessian(mp2_surface, q_hf)
d = q_hf - q_mp2
direct = at_hf[1] - at_mp2[1]
stretch = 0.5 * h_mp2[0, 0] * d[0]**2
bend = 0.5 * h_mp2[1, 1] * d[1]**2
coupling = h_mp2[0, 1] * d[0] * d[1]
quadratic = 0.5 * d @ h_mp2 @ d
from_gradient = 0.5 * g_single @ np.linalg.solve(h_single, g_single)
cheap_hessian = 0.5 * g_single @ np.linalg.solve(h_hf, g_single)
assert direct > 0
# Cubic terms are omitted from these three estimates
assert abs(quadratic - direct) < 0.10 * direct
assert abs(from_gradient - direct) < 0.10 * direct
assert abs(cheap_hessian - direct) < 0.20 * direct

print("Water, frozen-core MP2 at HF minimum, cc-pVDZ:")
for name, q in (("MP2", q_mp2), ("HF", q_hf)):
    print(f"  {name}: r = {q[0]:.4f} angstrom, "
          f"angle = {np.degrees(q[1]):.2f} degrees")
print(f"  displacement: {d[0]:.4f} angstrom, {d[1]:.4f} radian")
print(f"  H_rr: {h_mp2[0, 0]:.3f} hartree/angstrom^2")
print(f"  H_aa: {h_mp2[1, 1]:.3f} hartree/radian^2")
print(f"  H_ra: {h_mp2[0, 1]:.3f} hartree/(angstrom radian)")
for name, value in (("stretch term", stretch), ("bend term", bend),
                    ("coupling term", coupling),
                    ("quadratic total", quadratic),
                    ("direct error", direct),
                    ("gradient, MP2 Hessian", from_gradient),
                    ("gradient, HF Hessian", cheap_hessian)):
    print(f"  {name}: {value * KJ:.3f} kJ/mol")

# Saddle point of a double well; x is dimensionless
barrier, tilt = 50.0, 20.0             # kJ/mol


def double_well(x):
    return barrier * (1 - x**2)**2


def cheaper_slope(x):
    step = 1e-5
    slope = (double_well(x + step) - double_well(x - step)) / (2 * step)
    return slope + tilt


x_saddle = brentq(cheaper_slope, -0.4, 0.4)
saddle_direct = double_well(x_saddle) - double_well(0.0)
saddle_quadratic = 0.5 * (-4 * barrier) * x_saddle**2
assert saddle_direct < 0
assert abs(saddle_direct - saddle_quadratic) < 0.02 * abs(saddle_direct)
print(f"Double well: barrier {barrier:.0f}, tilt {tilt:.0f} kJ/mol")
print(f"  cheaper saddle: x = {x_saddle:.4f} (dimensionless)")
print(f"  direct error: {saddle_direct:.3f} kJ/mol")
print(f"  quadratic error: {saddle_quadratic:.3f} kJ/mol")

print("finished without a failed check")
```

Running it gives:

```
Bond error 0.01 angstrom, quadratic energy error:
  k = 250 N/m: 0.0753 kJ/mol
  k = 500 N/m: 0.1506 kJ/mol
  k = 1000 N/m: 0.3011 kJ/mol
  k = 2000 N/m: 0.6022 kJ/mol
N2, frozen-core CCSD(T)/cc-pVDZ:
  bond length at minimum: 1.1189 angstrom
  force constant k: 2256 N/m
  third derivative f: -38.6 hartree/angstrom^3
  f/(3k): -2.49 1/angstrom
  0.01 too long: r = 1.1289, d = 0.0100 angstrom
    direct error: 0.663 kJ/mol
    quadratic: 0.679 kJ/mol
    with cubic term: 0.663 kJ/mol
  0.01 too short: r = 1.1089, d = -0.0100 angstrom
    direct error: 0.697 kJ/mol
    quadratic: 0.679 kJ/mol
    with cubic term: 0.696 kJ/mol
  HF minimum: r = 1.0773, d = -0.0416 angstrom
    direct error: 13.064 kJ/mol
    quadratic: 11.769 kJ/mol
    with cubic term: 12.988 kJ/mol
Water, frozen-core MP2 at HF minimum, cc-pVDZ:
  MP2: r = 0.9649 angstrom, angle = 101.90 degrees
  HF: r = 0.9463 angstrom, angle = 104.61 degrees
  displacement: -0.0186 angstrom, 0.0473 radian
  H_rr: 3.862 hartree/angstrom^2
  H_aa: 0.170 hartree/radian^2
  H_ra: 0.129 hartree/(angstrom radian)
  stretch term: 1.752 kJ/mol
  bend term: 0.500 kJ/mol
  coupling term: -0.298 kJ/mol
  quadratic total: 1.954 kJ/mol
  direct error: 2.028 kJ/mol
  gradient, MP2 Hessian: 1.962 kJ/mol
  gradient, HF Hessian: 1.880 kJ/mol
Double well: barrier 50, tilt 20 kJ/mol
  cheaper saddle: x = 0.1010 (dimensionless)
  direct error: -1.016 kJ/mol
  quadratic error: -1.021 kJ/mol
finished without a failed check
```
